# Time-integrated interstitial excess in a silicon-on-insulator film and a wafer

## Problem

Ion implantation leaves extra silicon self-interstitials in a crystal. While they last, dopants that move with the help of interstitials diffuse faster than in equilibrium. This is transient enhanced diffusion. The enhancement that a dopant receives at depth $x$ is set by the time integral of the interstitial excess there.

A silicon-on-insulator film occupies $0<x<L$. At $t=0$ a thin sheet at depth $d$ releases $Q$ excess interstitials per unit area. Let $C(x,t)$ be their concentration above the equilibrium value $C_I^*$, and let $D$ be their constant diffusivity. The front surface and the buried oxide interface are perfect absorbers, so $C=0$ at $x=0$ and $x=L$. The reference is a semi-infinite wafer $x>0$ with the same $Q$, $d$ and $D$ and an absorber at $x=0$ alone. There is no loss in the bulk. Define

$$S(x)=\int_0^\infty C(x,t)\,dt .$$

(a) Find $S(x)$ in the film and the fraction of interstitials lost at each interface.

(b) Find $S(x)$ in the wafer.

(c) By what fraction does the second sink reduce $S$ at each depth, and on average over the film thickness?

(d) How quickly is $S$ reached? Does it change if the interstitials are released gradually or are temporarily trapped?

(e) Take $L=100$ nm, $d=30$ nm, $Q=10^{13}$ cm⁻², $D=10^{-7}$ cm²/s and $C_I^*=10^{10}$ cm⁻³. A thin, dilute boron marker lies at $x_m=60$ nm, and its equilibrium diffusivity is $D_B^*=4\times10^{-17}$ cm²/s. Find its broadening in both structures.

(f) How do the results change if the interfaces absorb imperfectly, and which other neglected effects matter?

## Solution

### (a) The film

The excess obeys

$$\frac{\partial C}{\partial t}=D\frac{\partial^2 C}{\partial x^2},\qquad C(x,0)=Q\,\delta(x-d).$$

Integrate over all time. The left side becomes the final concentration minus the initial one. In the film the final concentration is zero, because $C$ is a sum of modes $\sin(n\pi x/L)$ that decay as $e^{-n^2\pi^2Dt/L^2}$. Hence

$$0-Q\,\delta(x-d)=D\,S''(x). \tag{1}$$

The time-dependent problem has become a static one. Away from the sheet $S''=0$, so $S$ is a straight line on each side. Since $C=0$ at the interfaces at all times, $S(0)=S(L)=0$, and therefore

$$S=Ax\quad(x<d),\qquad S=B(L-x)\quad(x>d).$$

Two conditions hold at the sheet. First, $S$ is continuous, since a jump would make $S''$ more singular than a delta function:

$$Ad=B(L-d).$$

Second, integrating (1) across a vanishingly thin interval around $d$ gives the change of slope:

$$S'(d^+)-S'(d^-)=-B-A=-\frac QD .$$

Insert $A=B(L-d)/d$ into $A+B=Q/D$:

$$B\left(\frac{L-d}{d}+1\right)=B\frac Ld=\frac QD
\;\Rightarrow\;
B=\frac QD\frac dL,\qquad A=\frac QD\left(1-\frac dL\right).$$

Both branches fit into one expression:

$$S_{\rm film}(x)=\frac QD\,\min(x,d)\left[1-\frac{\max(x,d)}{L}\right]. \tag{2}$$

The slopes at the interfaces count the losses. The flux towards $-x$ at the front is $D\,\partial C/\partial x$, so the total lost there is $DS'(0)=DA=Q(1-d/L)$. The total lost at the buried interface is $-DS'(L)=DB=Qd/L$. The two add up to $Q$. For $d/L=0.3$, 30 % of the interstitials leave through the buried interface.

### (b) The semi-infinite wafer

Equation (1) again gives straight lines, with $S(0)=0$, but there is no second interface to fix the slope beyond the sheet. The missing condition comes from the solution in time. An image sheet of opposite sign at $-d$ keeps $C=0$ at the surface:

$$C=\frac{Q}{\sqrt{4\pi Dt}}\left[e^{-(x-d)^2/4Dt}-e^{-(x+d)^2/4Dt}\right]. \tag{3}$$

Integrated over $x>0$, the first term gives $\tfrac Q2[1+\operatorname{erf}(d/\sqrt{4Dt})]$ and the second $\tfrac Q2[1-\operatorname{erf}(d/\sqrt{4Dt})]$. The number left in the wafer is their difference,

$$N(t)=Q\operatorname{erf}\!\left(\frac{d}{\sqrt{4Dt}}\right)\to 0\quad\text{as } t\to\infty .$$

All interstitials therefore reach the front surface in the end, even those that first wander deep into the wafer. Thus $DS'(0)=Q$, and $S=Qx/D$ for $x<d$. At the sheet the slope drops by $Q/D$, which leaves zero slope beyond it:

$$S_{\rm wafer}(x)=\frac QD\,\min(x,d). \tag{4}$$

The plateau behind the sheet depends on $d$ but not on $x$.

Equations (2) and (4) can be compared with direct time integration of the image solutions. For the film, the images are positive sheets at $d+2nL$ and negative ones at $-d+2nL$, with $n$ any integer. At eleven evenly spaced depths from $0$ to $L$, with $d=0.3L$, the largest differences are $5.6\times10^{-8}$ (film) and $6.1\times10^{-8}$ (wafer) in units of $QL/D$.

### (c) The reduction

Dividing (2) by (4) gives

$$\frac{S_{\rm film}}{S_{\rm wafer}}=1-\frac{\max(x,d)}{L},\qquad
\text{fractional reduction}=\frac{\max(x,d)}{L}. \tag{5}$$

The reduction is $d/L$ at every depth in front of the sheet. Behind the sheet it is $x/L$, which grows to 1 at the buried interface. The dose and the diffusivity cancel.

The same result follows from counting paths. In the wafer, let the interstitials diffuse until they first touch either $x=0$ or the plane $x=L$. Up to that moment they behave as in the film, and a fraction $d/L$ touches $x=L$ first. In the film these are gone. In the wafer they carry on, like a new sheet of dose $Qd/L$ at depth $L$. By (4), that sheet adds $(Qd/L)(x/D)$ at a depth $x<L$. So

$$S_{\rm wafer}-S_{\rm film}=\frac{Q}{D}\frac{x\,d}{L}.$$

Dividing by $(Q/D)\min(x,d)$ and using $xd=\min(x,d)\max(x,d)$ returns (5). The second sink thus removes the contribution of interstitials that would have come back from beyond $L$.

For the average over the film thickness, integrate both results from $0$ to $L$:

$$\int_0^L S_{\rm film}\,dx=\frac QD\left[\frac{L-d}{L}\frac{d^2}{2}+\frac dL\frac{(L-d)^2}{2}\right]
=\frac QD\frac{d(L-d)}{2L}\,[d+(L-d)]=\frac{Q\,d(L-d)}{2D},$$

$$\int_0^L S_{\rm wafer}\,dx=\frac QD\left[\frac{d^2}{2}+d(L-d)\right]=\frac{Q\,d(2L-d)}{2D}.$$

The ratio of the averages is

$$\frac{\overline{S}_{\rm film}}{\overline{S}_{\rm wafer}}=\frac{L-d}{2L-d}. \tag{6}$$

For a sheet close to the front surface, $d\ll L$, it tends to $1/2$. For a sheet close to the buried interface it tends to zero. If $L\to\infty$ at fixed $x$ and $d$, the local ratio (5) tends to 1, as it must. The average (6) still tends to $1/2$, because the averaging range grows with $L$ and always includes the region near the far sink.

### (d) Time scale, gradual release and traps

The slowest mode of the film decays with the time constant $L^2/(\pi^2D)$. For the values in (e) this is $10^{-10}\,\text{cm}^2/(\pi^2\times10^{-7}\,\text{cm}^2/\text{s})=0.10$ ms.

The wafer has no such cut-off. Since $(x+d)^2-(x-d)^2=4xd$, equation (3) can be written as

$$C=\frac{Q}{\sqrt{4\pi Dt}}\,e^{-(x-d)^2/4Dt}\left(1-e^{-xd/Dt}\right)\approx\frac{Q\,x\,d}{2\sqrt\pi\,(Dt)^{3/2}}$$

at late times, when $Dt$ is much larger than $x^2$ and $d^2$. The part of $S$ still missing at time $t$ is

$$\int_t^\infty C\,dt'\approx\frac{Qxd}{2\sqrt\pi D^{3/2}}\cdot\frac{2}{\sqrt t}=\frac{Q}{D}\frac{x\,d}{\sqrt{\pi Dt}} . \tag{7}$$

Relative to the plateau $Qd/D$ this is $x/\sqrt{\pi Dt}$. At $x=60$ nm, 1.07 % is still missing after 1 s. The wafer approaches its limit slowly compared with the film, but, for this $D$ and without traps, quickly compared with an anneal of minutes.

Now let clusters at depth $d$ release interstitials at a net rate $g(t)$ per area, with $\int_0^\infty g\,dt=Q$. Let traps hold a concentration $T(x,t)$ that starts and ends at zero. Then

$$\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2}+g(t)\,\delta(x-d)-\frac{\partial T}{\partial t}.$$

Both time derivatives integrate to zero, and (1) returns unchanged. In the wafer the far condition also survives. A trap that gives the interstitial back where it caught it inserts a pause into the path but does not change the path, so each interstitial still ends at the front. Hence $S$ depends on the released dose and not on the release history. This matters for the comparison, since clusters may dissolve at different rates in the two structures. Equation (5) needs equal total doses, not equal histories. Traps do slow the approach to $S$. If fast traps hold $K$ interstitials for each free one, the fraction still missing in the wafer at late times becomes $x/\sqrt{\pi Dt/(1+K)}$. For a sudden release, at 60 nm after 600 s, 0.04 % is missing without traps and 4.4 % for $K=10^4$. For $K=10^6$ the late-time form gives 44 % and the full time integral of (3), with $D$ replaced by $D/(1+K)$, gives 41 %. The ratio reached by then is 0.68 instead of 0.40. With a release time constant of 100 s these last values become 45 % and 0.72.

A time-stepped calculation supports this. It used an exponential release with time constant $0.5L^2/D$, a capture rate $20D/L^2$ and an escape rate $5D/L^2$. At $x=0.1L$ and $0.6L$ it reproduced (2) within one part in $10^4$. With a reflecting wall at $L$ in place of the absorber, it reproduced (4) equally well. A reflecting wall imposes $S'(L)=0$, which is the slope the wafer has anyway.

### (e) The numbers and the boron marker

The common factor is

$$\frac QD=\frac{10^{13}\ \text{cm}^{-2}}{10^{-7}\ \text{cm}^2/\text{s}}=10^{20}\ \text{s cm}^{-4}.$$

At the marker, $\min(x,d)=30$ nm $=3\times10^{-6}$ cm and $\max(x,d)/L=0.6$. Therefore

$$S_{\rm wafer}=3.0\times10^{14}\ \text{s cm}^{-3},\qquad S_{\rm film}=0.4\,S_{\rm wafer}=1.2\times10^{14}\ \text{s cm}^{-3}.$$

The reduction is 60 % at the marker. It is 30 % at 10 nm and at 30 nm, and 90 % at 90 nm. The ratio of the film averages is $70/170=0.41$, a reduction of 59 % in the average of $S$. The depth average of the local reduction (5) is a different quantity, $(L^2+d^2)/2L^2=54.5$ %.

Dividing by $C_I^*$ gives the integrated supersaturation: $3.0\times10^4$ s in the wafer and $1.2\times10^4$ s in the film. In each structure, the transient moves boron as far as that many seconds of equilibrium diffusion would.

To find the broadening, assume that boron moves as boron–interstitial pairs in local equilibrium with both partners. The pair concentration is then proportional to the product of the interstitial concentration $C_I^*+C$ and the boron concentration $B$. The boron flux is the diffusion flux of the pairs, so

$$\frac{\partial B}{\partial t}=\frac{\partial^2}{\partial x^2}\left(D_B B\right),\qquad D_B=D_B^*\left(1+\frac{C}{C_I^*}\right).$$

Normalize $B$ to one atom and take moments. As long as the marker stays away from the interfaces, boundary terms vanish, and two integrations by parts give

$$\frac{d\langle x\rangle}{dt}=0,\qquad \frac{d\langle x^2\rangle}{dt}=2\langle D_B\rangle .$$

The mean depth stays at $x_m$. Under slow release, $C$ follows the shape of $S$ at each moment, so behind the sheet $D_B$ is linear in $x$. The average of a linear function is its value at the mean, $\langle D_B\rangle=D_B(x_m,t)$. Integrating over time, the excess adds the variance

$$\sigma^2=2P,\qquad P=D_B^*\,\frac{S(x_m)}{C_I^*}. \tag{8}$$

With the given values,

$$P_{\rm wafer}=4\times10^{-17}\times3.0\times10^{4}\ \text{cm}^2=1.2\times10^{-12}\ \text{cm}^2=120\ \text{nm}^2,$$

and $P_{\rm film}=0.4\times120=48$ nm². The spreads are

$$\sigma_{\rm wafer}=\sqrt{240}\ \text{nm}=15.5\ \text{nm},\qquad \sigma_{\rm film}=\sqrt{96}\ \text{nm}=9.8\ \text{nm}.$$

A 60 % reduction of $S$ thus becomes a 37 % reduction of the added spread, because $\sqrt{0.4}=0.63$. Variances add, so the total width of a marker that starts with a finite width is reduced less. With 600 s of equilibrium diffusion included, the reduction is 32 % for an initial standard deviation of 5 nm and 24 % for 10 nm.

Equation (8) assumes that few boron atoms reach the kink of $S$ at 30 nm or the interfaces. A hopping calculation on a 1 nm grid, with the full kinked profile of $S$, gives 15.48 nm for the wafer against 15.49 nm from (8), and 9.80 nm for the film from both. The assumption is good here. The variance does not fix the shape: in the wafer the marker stays close to Gaussian, while in the film $D_B$ falls with depth and the profile is skewed towards the front, with skewness about −0.37 and its peak near 62 nm although the mean stays at 60 nm. These values are for slow release. For the sudden release at $t=0$, $C$ is curved around the marker while the boron moves, and the spreads are 15.4 nm and 9.7 nm. Equation (8) is less accurate for a marker near the sheet, where the kink lowers the average of $S$ below its value at the marker. Near an interface, the boundary terms dropped above would have to be checked.

### (f) Imperfect sinks and other neglected effects

Let each interface absorb at a rate proportional to the local excess. At the front $D\,\partial C/\partial x=kC$, and with the recombination length $\ell=D/k$ the time integral is $S(0)=\ell S'(0)$. Likewise $S(L)=-\ell S'(L)$. The straight lines now extrapolate to zero at $-\ell$ and $L+\ell$:

$$S=A(x+\ell)\quad(x<d),\qquad S=B(L+\ell-x)\quad(x>d).$$

Continuity, $A(d+\ell)=B(L+\ell-d)$, and the slope condition $A+B=Q/D$ give

$$A=\frac QD\frac{L+\ell-d}{L+2\ell},\qquad B=\frac QD\frac{d+\ell}{L+2\ell},$$

$$S_{\rm film}=\frac QD\,\frac{[\min(x,d)+\ell]\,[L+\ell-\max(x,d)]}{L+2\ell}. \tag{9}$$

In the wafer, an interstitial turned back by the surface returns to it repeatedly and is finally absorbed. So $S'(0)=Q/D$ still holds, now with $S(0)=\ell Q/D$, and $S_{\rm wafer}=(Q/D)[\min(x,d)+\ell]$. The ratio becomes

$$\frac{S_{\rm film}}{S_{\rm wafer}}=\frac{L+\ell-\max(x,d)}{L+2\ell}. \tag{10}$$

For $\ell\to0$ this is (5). For $\ell\gg L$ it tends to $1/2$ at every depth. To see why, replace the wafer by a film with a reflecting wall at $L$, which has the same $S$ because $S'(L)=0$ in both. Diffusion across the film is then fast compared with absorption, and two equally weak sinks empty it twice as fast as one. This limit refers to the complete time integral, which the real wafer reaches slowly when the sink is weak: at late times the missing fraction behind the sheet is about $(x+\ell)/\sqrt{\pi Dt}$. After 600 s without traps the ratio at the marker is 0.54 for $\ell=10$ µm and about 1.0 for $\ell=100$ µm.

With a trial value $\ell=10$ nm, the wafer value at the marker rises from 30 to 40 in units of $(Q/D)\times1$ nm, or by 33 %. The film value rises from 12 to $40\times50/120=16.7$, or by 39 %. The ratio moves from 0.40 to 0.417. At this marker, equally imperfect sinks thus change $S$ noticeably and the comparison only slightly, because the marker lies near the middle of the film, where (10) is close to $1/2$ for any $\ell$. Near the buried interface the comparison is more sensitive: at 90 nm the ratio rises from 0.10 to $20/120=0.17$. The two interfaces need not be alike. With $\ell_1$ at the front and $\ell_2$ at the buried interface, the same steps give the ratio $[L+\ell_2-\max(x,d)]/(L+\ell_1+\ell_2)$. At the marker this is 0.455 for $\ell_1=0$, $\ell_2=10$ nm, 0.364 for the reverse, and 0.70 for $\ell_1=0$, $\ell_2=100$ nm.

**The real case.** The values of $D$, $C_I^*$ and $D_B^*$ are rough ones for silicon near 800 °C, and reported values of $D$ and $C_I^*$ separately are much less certain than their product. The ratio (5) needs neither once $S$ has converged in time, while the boron spread needs the product $DC_I^*$. Sudden release is not realistic: spread over the film, the dose would give $C/C_I^*\approx10^8$, and interstitials at such a supersaturation cluster. If clusters release them with the same assumed time constant of 100 s in both structures, the initial supersaturation at the marker is about 300 in the wafer and 120 in the film, with the same $S$. After a 600 s anneal 0.25 % of the dose is still unreleased. If the clusters instead hold $C$ fixed at the sheet, the ratio at the marker is $(L-x_m)/(L-d)=0.57$ while they last, and the release in the film lasts 0.70 as long. The product is again 0.40, but an anneal stopped before the clusters in the film are gone gives 0.57. These values hold without traps. For a release lasting 300 s in the film, traps with $K=10^4$ raise the ratio of integrated excess over that time to 0.61 and the ratio of durations to 0.74. Which departure moves the absolute result most depends on the parameters. Imperfect absorption with $\ell=10$ nm raises it by 33 to 39 %, while strong permanent trapping, or strong reversible trapping within a finite anneal, can lower the wafer value by a similar or larger amount.

For the trial values in the list below, the remaining effects change the absolute values at the marker less than $\ell=10$ nm does, although bulk trapping moves the ratio slightly more than $\ell=10$ nm does:

- **Equilibrium diffusion.** The term $D_B^*t$ adds 2.4 nm² in 600 s, which is 2 % of $P$ in the wafer and 5 % in the film.
- **Permanent trapping in the bulk.** Let interstitials be lost at the rate $DC/\lambda^2$ with a trial length $\lambda=1000$ nm. At the marker $S$ falls by 5.8 % in the wafer but by 0.12 % in the film, and the ratio becomes 0.424. The wafer is more sensitive because its interstitials stay longer: the mean time before absorption is $\int S\,dx/Q$, which equals $d(L-d)/2D$ in the film and diverges in the semi-infinite wafer.
- **Width of the source.** A Gaussian source with a standard deviation of 10 nm, cut off at the interfaces and rescaled to the full dose, changes the film value by −1.0 % at 10 nm and by +0.1 % at the marker. At the sheet depth it rounds off the kink: $S$ falls by 19 % in the film and 13 % in the wafer, and the ratio there goes from 0.70 to 0.65.
- **Migration length of the pairs.** Local equilibrium needs the migration length $\lambda_m$ of a pair, with mean square jump $2\lambda_m^2$, to be short compared with $\sigma$. Otherwise a fraction $e^{-P/\lambda_m^2}$ of the boron never moves and the profile has long tails. For a trial $\lambda_m=10$ nm about 30 % of the boron in the wafer and 62 % in the film stays in place. The change of the spreads comes mainly from long jumps that reach an interface. If the interfaces reflect the pairs, the spreads fall by less than 1 % for $\lambda_m=5$ nm, and by about 2 % (wafer) and 5 to 6 % (film) for 10 nm. If the interfaces remove the pairs, the spreads of the remaining boron fall by about 1 % and 2 % for 5 nm, and by about 4 to 5 % and 13 % for 10 nm.
- **Finite wafer.** If the back of a 700 µm wafer also absorbs, (5) applies with $L=700$ µm. The reduction at the marker is then 0.009 % of the complete time integral. It develops only over the decay time of the wafer, about 5000 s, and is not yet visible after 600 s, so the semi-infinite reference is adequate.

The comparison holds the released dose and the sheet depth fixed. If processing changes either of them between film and wafer, $S$ must be computed from (2) and (4) with the separate values. Permanent trapping lowers the wafer value behind the sheet by about $x/\lambda$, so (4) fails first. At the marker, $\lambda=300$ nm lowers $S$ by 18 % in the wafer and by 1.4 % in the film. With $\lambda=L$ the drops are 44 % and 11 %, and both formulas fail.

## Computed values

```
film thickness L = 100 nm; sheet depth d = 30 nm
dose Q = 1.0e+13 cm^-2
interstitial diffusivity D = 1.0e-07 cm^2/s
equilibrium concentration C_I* = 1.0e+10 cm^-3
equilibrium boron diffusivity = 4.0e-17 cm^2/s
S in s/cm^3 (wafer, film) and ratio film/wafer:
  x = 10 nm: 1.000e+14, 7.000e+13, 0.700
  x = 30 nm: 3.000e+14, 2.100e+14, 0.700
  x = 60 nm: 3.000e+14, 1.200e+14, 0.400
  x = 90 nm: 3.000e+14, 3.000e+13, 0.100
ratio of film-averaged S = 0.4118
largest quadrature error, film = 5.6e-08 QL/D
largest quadrature error, wafer = 6.1e-08 QL/D
fraction leaving at buried interface = 0.3000
fraction leaving at front of wafer = 1.0000
marker depth = 60 nm
S/C_I* at marker, wafer = 3.000e+04 s
S/C_I* at marker, film = 1.200e+04 s
P at marker, wafer = 120.0 nm^2
P at marker, film = 48.0 nm^2
marker spread sqrt(2P), wafer = 15.49 nm
marker spread sqrt(2P), film = 9.80 nm
marker spread ratio = 0.632
hopping spread, wafer = 15.48 nm
hopping spread, film = 9.80 nm
film decay time = 0.101 ms
wafer S missing after 1 s at marker = 1.07 %
sudden release: mean C/C_I* in film = 1.0e+08
release time constant = 100 s; anneal = 600 s
slow release: initial C/C_I*, wafer = 300
slow release: initial C/C_I*, film = 120
dose unreleased after anneal = 0.25 %
equilibrium boron D*t = 2.40 nm^2
  relative to P: wafer 2.0 %, film 5.0 %
trial recombination length, all sinks = 10 nm
  S change at marker, wafer = 33.3 %
  S change at marker, film = 38.9 %
  ratio film/wafer = 0.417
trial bulk trapping length = 1000 nm
  S change at marker, wafer = -5.8 %
  S change at marker, film = -0.12 %
  ratio film/wafer = 0.424
trial source width (std. deviation) = 10 nm
  film S change at 10 nm = -1.03 %
  film S change at marker = 0.12 %
trial wafer thickness = 700 um, absorbing back face
  S reduction at marker = 0.0086 %
```
